# Most Probable Switching Field of a Ferroelectric under a Field Ramp

## The question

A small region of a ferroelectric film is polarized against an applied field of magnitude $E$. It reverses at its first nucleation event. While the region is unswitched, the probability of an event in a short time $dt$ is $k(E)\,dt$, with the Merz-type rate

$$k(E)=k_0\,e^{-E_a/E},\qquad k_0=10^{12}\ \mathrm{s^{-1}},\quad E_a=10\ \mathrm{MV/cm}.$$

The field rises from zero as $E=rt$, with $r=10^{6}$ MV/cm per second. Assume that the rate depends on the present field alone, that a switched region does not switch back, that growth after nucleation takes no time, and that the field in the film equals the applied field. The film is 10 nm thick, so that 1 MV/cm corresponds to 1 V.

"Most probable switching field" means the field $E^*$ at which the probability density per unit field is largest.

## (a) Find the probability density of the switching field.

**Answer.** Let $S$ be the probability that the region is still unswitched. To survive a further time $dt$ it must have survived so far and then have no event:

$$S(t+dt)=S(t)\,[1-k\,dt]\quad\Rightarrow\quad \frac{dS}{dt}=-kS .$$

Since $dE=r\,dt$, this becomes $dS/dE=-(k/r)S$. With $S=1$ at $E=0$,

$$S(E)=e^{-H(E)},\qquad H(E)=\frac1r\int_0^E k(E')\,dE' .$$

The probability of switching between $E$ and $E+dE$ is the loss of $S$ in that interval, so

$$p(E)=-\frac{dS}{dE}=\frac{k(E)}{r}\,e^{-H(E)} .$$

The density is normalized: $k\to k_0$ at high field, so $H\to\infty$ and $S\to0$. The first factor grows with field, while the second counts the regions still available to switch. The rate $k$ itself has no maximum at finite field; the maximum of $p$ comes from this depletion.

For many identical, independent regions, the switching current during the ramp is proportional to $p(E)$, and its peak lies at $E^*$.

## (b) Find $E^*$ in closed form and show that there is one maximum.

**Answer.** The logarithm has its maximum at the same place as $p$:

$$\ln p=\ln\frac{k_0}{r}-\frac{E_a}{E}-H(E),\qquad \frac{d\ln p}{dE}=\frac{E_a}{E^2}-\frac{k(E)}{r}.$$

The first term is the relative growth of the rate per unit field, the second the relative loss of unswitched regions per unit field. They balance at the maximum.

Define $x=E_a/E$ and the dimensionless number $\Lambda=k_0E_a/r$. Then $E_a/E^2=x^2/E_a$ and $k/r=(\Lambda/E_a)e^{-x}$, so

$$\frac{d\ln p}{dE}=\frac{e^{-x}}{E_a}\left(x^2e^{x}-\Lambda\right).$$

For $x>0$ the function $x^2e^x$ has the derivative $x(x+2)e^x>0$ and runs from zero to infinity. It therefore equals $\Lambda$ once. At lower fields $x$ is larger and the slope of $\ln p$ is positive; at higher fields it is negative. The single stationary point is a maximum.

To solve $x^2e^x=\Lambda$, take the positive square root and divide by two:

$$\frac x2\,e^{x/2}=\frac{\sqrt\Lambda}{2}.$$

The principal Lambert function $W$ is defined for positive argument $z$ by $W e^{W}=z$. Hence $x/2=W(\sqrt\Lambda/2)$ and

$$\boxed{E^*=\frac{E_a}{2\,W\!\left(\tfrac12\sqrt{k_0E_a/r}\right)}}$$

Two limits show its behaviour.

*Slow ramp, $\Lambda\gg1$.* The logarithm of the condition is $x=\ln\Lambda-2\ln x$. Inserting $x\approx\ln\Lambda$ on the right gives $x\approx\ln\Lambda-2\ln\ln\Lambda$. The field falls only logarithmically as the ramp is slowed.

*Fast ramp, $\Lambda\ll1$.* Now $e^x\approx1$, so $x\approx\sqrt\Lambda$ and $E^*\approx\sqrt{E_a r/k_0}$, far above $E_a$. The rate has saturated at $k_0$, and the typical switching field is $r/k_0=E_a/\Lambda$, much larger still than $E^*$. The maximum then says little about where most regions switch. For the given $k_0$ and $E_a$, even $\Lambda=1$ would need $r=10^{13}$ MV/cm per second.

The result also requires the ramp to reach $E^*$. If it stops earlier, $p$ is still rising at the end of the ramp.

## (c) Evaluate $E^*$ without a table of the Lambert function.

**Answer.** Here

$$\Lambda=\frac{10^{12}\times10}{10^6}=10^7,\qquad \ln\Lambda=16.1181 .$$

Iterate $x_{n+1}=\ln\Lambda-2\ln x_n$. A small error $\delta$ in $x_n$ becomes about $-(2/x)\delta$, so near $x=11$ it shrinks more than fivefold per pass and changes sign. Starting from 10,

$$10\to11.5129\to11.2312\to11.2807\to11.2719\to11.2735\to11.2732 .$$

Therefore

$$E^*=\frac{10\ \mathrm{MV/cm}}{11.273}=0.887\ \mathrm{MV/cm},$$

which is 0.887 V across the film, reached 0.887 µs after the start of the ramp.

The balance in part (b) can be verified directly. The rate at this field is $1.271\times10^7\ \mathrm{s^{-1}}$, so $k/r=12.71$ per MV/cm, and $E_a/E^{*2}=10/0.887^2=12.71$ per MV/cm.

An independent calculation divided the ramp up to 1.6 MV/cm into 400,000 equal steps, multiplied the survival probabilities, and located the step with the largest first-event probability. It gave 0.88706 MV/cm, as does the formula. The numerical output following this text lists most of the values used here.

## (d) What fraction of regions has switched at $E^*$, and how broad is the distribution?

**Answer.** In the integral for $H$ substitute $E'=E/u$. Then $dE'=-E\,du/u^2$, and $u$ runs from $\infty$ to 1. The minus sign reverses the limits:

$$H=\frac{k_0E}{r}\int_1^\infty\frac{e^{-xu}}{u^2}\,du=\frac{\Lambda}{x}\,J(x),\qquad J(x)=\int_1^\infty\frac{e^{-xu}}{u^2}\,du .$$

At the maximum $\Lambda=x^2e^x$, so $H^*=x\,e^x J(x)$. Integration by parts gives

$$J(x)=\frac{e^{-x}}{x}-\frac2x\int_1^\infty\frac{e^{-xu}}{u^3}\,du .$$

The remaining integral is $e^{-x}/x$ to leading order at large $x$, hence $H^*\approx1-2/x$. For $x=11.273$ this estimate is 0.82; the full integral gives $H^*=0.858$. The switched fraction is

$$1-e^{-0.858}=0.576 .$$

It would approach $1-e^{-1}=0.632$ for $x\to\infty$.

The median is 0.873 MV/cm, the mean 0.866 MV/cm, the standard deviation 0.077 MV/cm and the full width at half maximum 0.173 MV/cm. The mean and median lie below the maximum because the tail is longer on the low-field side. To see why, expand the exponent of the rate to first order about $E^*$:

$$k(E)\approx k(E^*)\,e^{y},\qquad y=\frac{E-E^*}{b},\qquad b=\frac{E^{*2}}{E_a}=0.079\ \mathrm{MV/cm}.$$

In this approximation, with the lower limit of the integral extended to $-\infty$, $H\approx b\,k(E)/r$. The balance condition says $b\,k(E^*)/r=1$, so $H\approx e^y$ and

$$p(E)\approx\frac1b\,\exp\!\left(y-e^{y}\right).$$

In this form the density decays as a simple exponential below the maximum; above it, depletion cuts the density off much faster. The approximation shows the direction of the asymmetry but exaggerates it, because the true rate falls faster than $e^y$ at low field. At $y=-3$ it overestimates the density about threefold, its standard deviation is 0.101 instead of 0.077 MV/cm, and its peak height is $1/(be)=4.7$ per MV/cm, 13% below the full value of 5.39 per MV/cm.

## (e) How does $E^*$ respond to the ramp rate and to the activation field?

**Answer.** Differentiate $\ln\Lambda=x+2\ln x$:

$$d\ln\Lambda=\frac{x+2}{x}\,dx .$$

*Ramp rate, with $k_0$ and $E_a$ fixed.* Then $d\ln\Lambda=-d\ln r$, so $dx/d\ln r=-x/(x+2)$. Since $dE^*/dx=-E_a/x^2$,

$$\frac{dE^*}{d\ln r}=\frac{E_a}{x(x+2)}=\frac{10}{11.273\times13.273}=0.067\ \mathrm{MV/cm},$$

or a local slope of 0.154 MV/cm per decade. The slope increases with $r$ because $x$ decreases. From $10^5$ to $10^6$ to $10^7$ MV/cm per second, $E^*$ goes from 0.755 to 0.887 to 1.070 MV/cm, with steps of 0.13 and 0.18 MV/cm.

This matters when $E_a$ is extracted from data. As $1/E^*=x/E_a$,

$$\frac{d(1/E^*)}{d\ln r}=-\frac{1}{E_a}\,\frac{x}{x+2}.$$

Reading the magnitude of this slope as $1/E_a$ would overestimate $E_a$ by the factor $(x+2)/x=1.18$ here.

*Activation field, with $k_0$ and $r$ fixed.* Now $d\ln\Lambda=d\ln E_a=(x+2)\,d\ln x$. From $\ln E^*=\ln E_a-\ln x$,

$$\frac{d\ln E^*}{d\ln E_a}=1-\frac1{x+2}=\frac{x+1}{x+2}=0.925 .$$

A 10% error in $E_a$ therefore moves $E^*$ by about 9%, whereas a 10% error in $k_0$, which enters through $k_0/r$, moves it by less than 1%.

## (f) A quicker estimate sets $k(E)\,E/r=1$. What does it give, and why does it differ?

**Answer.** With $E=E_a/x$ the estimate reads $(\Lambda/x)e^{-x}=1$, or $xe^x=\Lambda$. Its solution is $x=W(\Lambda)$, which gives 0.740 MV/cm, 17% below $E^*$. Only 6.3% of regions have switched there.

The estimate multiplies the present rate by the whole elapsed time $E/r$, although the rate was far smaller during most of that time. The rate changes by a factor $e$ over the field interval $b(E)=E^2/E_a$, to first order. Replacing the elapsed time by $b/r$ gives

$$\frac{k(E)}{r}\,\frac{E^2}{E_a}=1,$$

which is the maximum condition of part (b).

## (g) Which neglected effects matter in a real capacitor?

Use these rough assumed values: a Gaussian spread of 10% in $E_a$ between regions; operation at 358 K if the given $E_a$ holds at 300 K; an interface layer of 0.5 nm; relative permittivity $\varepsilon=30$ for film and layer; remanent polarization $P_r=20$ µC/cm²; area 100 µm²; series resistance 100 Ω; growth over 10 nm at 1 m/s; breakdown near 4 MV/cm. Change one effect at a time.

**Answer.**

*Unequal regions.* By part (e), the spread of $E_a$ contributes about $0.925\times0.887\times0.10=0.082$ MV/cm to the standard deviation. Adding this in quadrature to 0.077 gives 0.112 MV/cm; averaging the densities gives 0.111 MV/cm. The peak of the averaged density moves to 0.866 MV/cm and its full width grows to 0.26 MV/cm.

*Temperature.* Write the rate as $k_0e^{-U/k_BT}$, with barrier $U=k_BT\,E_a/E$. At $E^*$ and 300 K, $U=0.291$ eV. If $U$ at fixed field and $k_0$ do not change with temperature, $E_a\propto1/T$. At 358 K, $E_a=8.38$ MV/cm and the peak falls to 0.753 MV/cm, a 15% reduction.

*Interface layer.* Count fields positive along the applied field, so that the unswitched film has polarization $-P_r$. Without free charge at the interface, the displacement is continuous:

$$\varepsilon_0\varepsilon E_f-P_r=\varepsilon_0\varepsilon E_i,\qquad E_fd_f+E_id_i=V .$$

The first equation gives $E_i=E_f-P_r/(\varepsilon_0\varepsilon)$. Inserting it in the second,

$$E_f=\frac{V}{d_f+d_i}+\frac{P_r}{\varepsilon_0\varepsilon}\,\frac{d_i}{d_f+d_i}=0.952\,\frac{V}{d_f}+0.359\ \mathrm{MV/cm}.$$

The depolarization field assists reversal. The film field now starts above zero, which changes the lower limit of $H$ but not its derivative, so the maximum condition survives with ramp rate $0.952\,r$. It gives a film field of 0.884 MV/cm, and the applied value is

$$\frac{V}{d_f}=\frac{0.884-0.359}{0.952}=0.55\ \mathrm{MV/cm}.$$

This is the unscreened limit of a one-dimensional model, in which each unswitched region feels the field of its own polarization $-P_r$. That holds for regions much wider than the film is thick. Near the peak more than half of the regions have switched, and for narrow regions the switched neighbours weaken the assisting field: for square regions 10 nm wide with 58% switched at random, its thickness average is about 0.30 MV/cm and it varies strongly through the film. Interface charge that compensates part of $P_r$ reduces the assisting field and places the peak between 0.55 MV/cm and the value for full compensation, $0.884/0.952=0.93$ MV/cm. The latter lies slightly above the ideal $E^*$ because the layer takes part of the voltage. The unscreened case also has a nucleation rate of 0.77 s⁻¹ at zero voltage, hence a mean lifetime of only 1.3 s. With these parameters, a memory that retains its state for long must have substantial screening: a mean lifetime of ten years at 300 K needs an assisting field below 0.21 MV/cm, that is, about 41% of $P_r$ compensated (about 50% at 358 K). This is necessary, not sufficient. If that charge stays fixed, the opposite state feels 0.505 MV/cm and lives only 0.4 ms. If it reverses with the polarization and back-switching is allowed, $P$ decays as $e^{-2kt}$, and only 14% remains after ten years.

*Circuit and growth.* For identical independent regions the peak switching current is

$$I=2P_rA\,p(E^*)\,r=0.22\ \mathrm{mA}.$$

Across 100 Ω it drops 0.022 V, which raises the required applied field by about 0.022 MV/cm. This estimate uses the unperturbed distribution; solving circuit and kinetics together gives a peak of 0.20 mA and a shift of 0.020 MV/cm. A growth time of $10\ \mathrm{nm}/(1\ \mathrm{m/s})=10$ ns delays completion by $r\times10\ \mathrm{ns}=0.010$ MV/cm. For a constant wall speed the shift is inversely proportional to that speed, which is only a rough assumption here. If the wall instead follows $v=v_\infty e^{-E_a/E}$ with the same $E_a$ and $v_\infty=5\times10^3$ m/s, it moves at 0.06 m/s at $E^*$; the median completion field then shifts by about 0.10 MV/cm and the current peak by about 0.06 MV/cm, so growth is no longer negligible.

*Breakdown.* In the original model 99.9% of regions have switched by 1.05 MV/cm, well below the assumed breakdown field. The unscreened interface layer is not in this safe range. There $P_r/(\varepsilon_0\varepsilon)=7.5$ MV/cm, so $E_i=-7.2$ MV/cm at zero voltage and $-6.6$ MV/cm at the peak, both beyond 4 MV/cm in magnitude. The unscreened values of 0.55 MV/cm and 1.3 s are thus a formal limit. If the layer holds at most 4 MV/cm at zero voltage, then $E_fd_f=-E_id_i$ limits the assisting field to $4\times0.5/10=0.20$ MV/cm, and the applied peak lies no lower than $(0.884-0.20)/0.952=0.72$ MV/cm. This condition concerns unswitched regions at zero voltage only. At that peak the layer under a switched region carries 4.7 MV/cm if the compensating charge reverses with the polarization, and 11 MV/cm if it stays fixed. With full compensation by fixed charge it would carry 15 MV/cm. These cases too exceed the assumed breakdown field once switching has begun. In the two fixed-charge cases a switched region also feels a back field of 0.52 or 0.72 MV/cm at zero voltage, with lifetimes of 0.25 ms and 1.1 µs, so the assumption of no back-switching fails once the voltage is removed. Note also that 4 MV/cm across 0.5 nm is only 0.2 V; applying the film's breakdown field to so thin a layer is an assumption, and the bound of 0.72 MV/cm rests on it.

**Comparison with real films.** The thickness, permittivity and polarization are roughly those of 10 nm hafnium-zirconium oxide capacitors, whose coercive fields are of order 1 MV/cm; $k_0$ and $E_a$ are assumed values, not fitted to such films. A peak at 0.89 MV/cm is of that order, but a comparison must be made at equal ramp rate. The present $r$ corresponds to a triangular wave of amplitude 3 MV/cm at 83 kHz, while at 1 kHz the model peaks at 0.66 MV/cm. The switchable polarization vanishes at the median (0.873 MV/cm) rather than at the peak. A measured loop also contains the induced part, and with $\varepsilon=30$ its zero crossing, the coercive field, lies at 0.862 MV/cm. Such films are polycrystalline and have imperfectly screened interfaces, which breaks the assumptions of identical regions and of a film field equal to the applied field. For the values above, a symmetric 10% spread of $E_a$ chiefly broadens the peak. A spread of grain orientation also raises it: if the rate depends on the field component along a randomly oriented polar axis, the current peak moves to about 0.97 MV/cm, its full width grows to 0.40 MV/cm, and half of the charge has switched only at 1.20 MV/cm. Imperfect screening can lower the peak by 0.34 MV/cm in the formal unscreened limit, or by about 0.17 MV/cm, the full width of the ideal distribution, if the layer field at zero voltage is held to the assumed breakdown value. Agreement of a measured peak with $E^*$ alone therefore does not establish the values of $k_0$ and $E_a$.

## Table of computed values

```
prefactor k0 = 1.0e+12 1/s
activation field Ea = 10.0 MV/cm
ramp rate r = 1.0e+06 MV/cm/s
dimensionless L = 1.000e+07; ln L = 16.1181
Lambert argument sqrt(L)/2 = 1581.139
Lambert value W = 5.63662; x = 11.27323
hand iterates of x: 10.0000, 11.5129, 11.2312, 11.2807, 11.2719, 11.2735, 11.2732
most probable field, formula = 0.88706 MV/cm
most probable field, stepped ramp = 0.88706 MV/cm
voltage across 10 nm film at peak = 0.8871 V
time at peak = 0.8871 microseconds
nucleation rate at peak = 1.2709e+07 1/s
integrated hazard at peak = 0.8580
fraction switched at peak = 0.5760
probability density at peak = 5.389 per MV/cm
median field = 0.8729 MV/cm
mean field = 0.8660 MV/cm
standard deviation = 0.0767 MV/cm
full width at half maximum = 0.1729 MV/cm
peak at ramp 1e+05 MV/cm/s = 0.7546 MV/cm
peak at ramp 1e+06 MV/cm/s = 0.8871 MV/cm
peak at ramp 1e+07 MV/cm/s = 1.0700 MV/cm
dE*/d ln r = 0.0668 MV/cm
local slope per decade of r = 0.1539 MV/cm
d ln E*/d ln Ea = 0.9247
shortcut field = 0.7400 MV/cm
fraction switched at shortcut field = 0.0629
assumed relative spread of Ea = 0.10
peak with Ea spread = 0.8660 MV/cm
full width with Ea spread = 0.2615 MV/cm
standard deviation with Ea spread = 0.1111 MV/cm
barrier at peak, 300 K = 0.2914 eV
Ea at 358 K = 8.380 MV/cm
peak at 358 K = 0.7534 MV/cm
film and interface thickness = 10.0, 0.5 nm
relative permittivities, film and layer = 30, 30
remanent polarization = 20.0 uC/cm2
unscreened assisting field = 0.3585 MV/cm
film field per applied field = 0.9524
film field at peak with layer = 0.8838 MV/cm
applied V/film thickness at peak with layer = 0.5515 MV/cm
rate at zero applied voltage with layer = 7.713e-01 1/s
capacitor area = 100 um2; resistance = 100 ohm
peak switching current = 0.2155 mA
field lost in series resistance = 0.0216 MV/cm
growth radius = 10 nm; wall speed = 1.0 m/s
growth time = 10.0 ns
growth-delay shift = 0.0100 MV/cm
field with 99.9 percent switched = 1.0522 MV/cm
rough assumed breakdown field = 4.0 MV/cm
```
